# Photon Absorption in a Thin Extreme-Ultraviolet Resist Film

## Problem

A resist film of thickness $d=40$ nm is exposed at normal incidence to extreme-ultraviolet light of vacuum wavelength $\lambda=13.5$ nm. Its absorption coefficient is $\alpha=5\ \mu\text{m}^{-1}$. This is a natural coefficient for intensity: it belongs to a decay written with base $e$. Treat the film as uniform, neglect reflection, and take $\alpha$ as constant during exposure.

(a) What fraction $A$ of the incident photons does the film absorb? Support the answer with an estimate that needs no calculator.

(b) How does absorption at the bottom compare with absorption at the top, and how thick would the film have to be to absorb half of the photons?

(c) The dose, meaning the energy per area arriving at the resist surface, is 30 mJ/cm². How many photons are absorbed per nm², and what is the relative statistical fluctuation of the number absorbed in a column of 10 nm by 10 nm cross-section through the film?

(d) How far do the neglected effects move the answer to (a)?

## Hints

1. Consider a layer so thin that the intensity hardly changes across it. What fraction of the photons reaching it does it remove?

2. Convert $\alpha$ and $d$ to the same length unit before multiplying. The product has no unit.

3. For the estimate, start from $e^{-t}<1$ for $t>0$ and integrate from 0 to $x$. Then integrate the result once more.

4. The absorption per volume at a given depth is proportional to the intensity at that depth.

5. Divide the dose by the energy of one photon. For the fluctuation, assume that photons arrive independently and that each is absorbed with the same probability $A$.

6. For (d), ask which effects change the path length, which change $\alpha$, and which send light back.

## Solution

### (a) The absorbed fraction

Let $z$ be the depth below the resist surface and $I(z)$ the number of photons crossing unit area at that depth during the exposure. A layer of thickness $dz$ removes the fraction $\alpha\,dz$ of the photons that reach it. The change in $I$ is therefore negative:

$$dI=-\alpha I\,dz .$$

Divide by $I$ and integrate from the surface, where $I=I_0$, to depth $z$. Since $\alpha$ is constant,

$$\int_{I_0}^{I(z)}\frac{dI'}{I'}=-\alpha\int_0^z dz'
\quad\Rightarrow\quad
\ln\frac{I(z)}{I_0}=-\alpha z
\quad\Rightarrow\quad
I(z)=I_0e^{-\alpha z}.$$

With no reflection, a photon that does not leave through the bottom has been absorbed. Hence

$$A=\frac{I_0-I(d)}{I_0}=1-e^{-\alpha d}.$$

One micrometre is 1000 nm, so $\alpha=0.0050\ \text{nm}^{-1}$ and

$$\alpha d=0.0050\ \text{nm}^{-1}\times 40\ \text{nm}=0.200 .$$

The transmitted fraction is $e^{-0.2}=0.8187$, and

$$A=1-0.8187=0.1813 .$$

The film absorbs about 18 percent of the photons; about 82 percent pass through it.

**Estimate by hand.** Write $x=\alpha d$. For $t>0$ we have $e^{-t}<1$. Integrating both sides from 0 to $x$ gives

$$1-e^{-x}<x .$$

This holds for every positive $x$, so it may be integrated again:

$$\int_0^x(1-e^{-t})\,dt=x-(1-e^{-x})<\frac{x^2}{2}.$$

Rearranging, and combining with the first inequality,

$$x-\frac{x^2}{2}<1-e^{-x}<x .$$

For $x=0.2$ the answer must lie between 18 and 20 percent. The upper bound is the linear estimate $\alpha d$, which pretends that every layer receives the full incident intensity. Deeper layers receive less, so the linear estimate is too high. For thin films it becomes accurate, since the two bounds differ by $x^2/2$. In the opposite limit, $\alpha d\gg1$, the linear estimate exceeds one and loses its meaning, while $A$ approaches one.

**Why an exponential appears.** The same law follows from counting absorbers. Let $N$ absorbers, each with effective area $\sigma$, lie at independent random positions in a film of area $S$. A photon misses one of them with probability $1-\sigma/S$, and misses all of them with probability $(1-\sigma/S)^N$. Let $N$ and $S$ grow together at fixed number density $\rho=N/(Sd)$. Then $N\sigma/S=\rho\sigma d$, and

$$\left(1-\frac{\rho\sigma d}{N}\right)^N\longrightarrow e^{-\rho\sigma d}.$$

Comparison with $e^{-\alpha d}$ gives $\alpha=\rho\sigma$. The total area of the absorbers is 20 percent of the film area, but some of them lie in the shadow of others, so they intercept less than 20 percent of the photons. In a simulation with 200,000 randomly placed disks of this total area, 18.1 percent of 200,000 random points were covered.

**Connection with the refractive index.** Optical data are often given as a complex index $n+i\kappa$. With time dependence $e^{-i\omega t}$, a wave travelling downward has the field

$$E(z)=E_0\exp\!\left[\frac{2\pi i}{\lambda}(n+i\kappa)z\right]
=E_0\,e^{2\pi inz/\lambda}\,e^{-2\pi\kappa z/\lambda}.$$

The intensity is proportional to $|E|^2$. Squaring the magnitude doubles the decay exponent:

$$|E(z)|^2=|E_0|^2e^{-4\pi\kappa z/\lambda},
\qquad\text{so}\qquad
\alpha=\frac{4\pi\kappa}{\lambda}.$$

Here $\kappa=\alpha\lambda/4\pi=0.0050\times13.5/(4\pi)=0.00537$. As a test, the wave equation was integrated numerically through 40 nm of material with this $\kappa$ and $n=0.975$, with the same material continuing below so that nothing is reflected at the bottom. Of the energy flux entering the film, 18.13 percent was lost, in agreement with the exponential law.

The base of the coefficient matters. If 5 µm⁻¹ were a base 10 coefficient, the transmitted fraction would be $10^{-0.2}$ and the absorbed fraction 36.9 percent. A base 10 coefficient must be multiplied by $\ln10$ before it is used in $e^{-\alpha d}$.

### (b) Top, bottom and half absorption

The number of photons absorbed per volume at depth $z$ is the rate at which $I$ falls with depth:

$$g(z)=-\frac{dI}{dz}=\alpha I_0e^{-\alpha z}.$$

The ratio between bottom and top is

$$\frac{g(d)}{g(0)}=e^{-\alpha d}=0.819 .$$

The bottom of the resist therefore absorbs about 18 percent less per volume than the top. This is the same number as $A$, because $1-g(d)/g(0)=1-e^{-\alpha d}=A$. Within this model, a film that captures a larger share of the light is also exposed less evenly through its depth.

For half absorption, set $1-e^{-\alpha d_{1/2}}=\tfrac12$. Then $e^{-\alpha d_{1/2}}=\tfrac12$, and taking logarithms gives

$$d_{1/2}=\frac{\ln2}{\alpha}=\frac{0.693}{0.0050\ \text{nm}^{-1}}=138.6\ \text{nm}.$$

This is about three and a half times the given thickness.

### (c) Photon number and fluctuation

The energy of one photon is

$$E_\text{ph}=\frac{hc}{\lambda}=1.4714\times10^{-17}\ \text{J}=91.84\ \text{eV}.$$

One cm² contains $10^{14}$ nm². The dose per nm² is thus $0.030\ \text{J}/10^{14}=3.0\times10^{-16}$ J, and the number of incident photons per nm² is

$$\frac{3.0\times10^{-16}\ \text{J}}{1.4714\times10^{-17}\ \text{J}}=20.39 .$$

Of these, $0.1813\times20.39=3.70$ are absorbed per nm² of film area. Spread over the 40 nm thickness, this is a mean of 0.0924 absorbed photons per nm³, or roughly one in every 11 nm³.

The column has a cross-section of 100 nm². On average it receives $M=2039$ photons and absorbs $\mu=AM=370$.

To find the fluctuation, let the number $N$ of arriving photons follow a Poisson distribution with mean $M$. Each photon is absorbed independently with probability $A$. The probability of $m$ absorptions is the sum over all possible arrival numbers:

$$P(m)=\sum_{N=m}^{\infty}\frac{e^{-M}M^N}{N!}\,
\frac{N!}{m!\,(N-m)!}\,A^m(1-A)^{N-m}.$$

Cancel $N!$, split $M^N=M^mM^{N-m}$, and put $j=N-m$:

$$P(m)=\frac{e^{-M}(AM)^m}{m!}\sum_{j=0}^{\infty}\frac{[(1-A)M]^j}{j!}
=\frac{e^{-M}(AM)^m}{m!}\,e^{(1-A)M}
=\frac{e^{-\mu}\mu^m}{m!}.$$

The absorbed number is again Poisson distributed, now with mean $\mu$. Its variance follows from

$$\langle m(m-1)\rangle=\sum_{m=2}^{\infty}\frac{e^{-\mu}\mu^m}{(m-2)!}=\mu^2,$$

which gives $\langle m^2\rangle-\langle m\rangle^2=\mu^2+\mu-\mu^2=\mu$. The standard deviation is $\sqrt\mu$, and relative to the mean it is

$$\frac{\sqrt\mu}{\mu}=\frac1{\sqrt\mu}=\frac1{\sqrt{370}}=5.2\ \text{percent}.$$

A simulation of 100,000 exposures with random arrivals and random absorptions also gave 5.20 percent.

The relative fluctuation of the incident number is $1/\sqrt M$, so weak absorption raises the relative noise by the factor $1/\sqrt A$. In this counting model, photons that pass through the resist do not help to average out its exposure. In a real stack, photons absorbed in the top few nanometres of the layer below can send electrons back into the bottom of the resist. The 5.2 percent refers to absorbed photons in this column. It is not a prediction of line-edge roughness, which also depends on the later chemistry.

### (d) What has been neglected

**Reflection and interference.** Place the film on bare silicon, with rough index values $n=0.975$ for the resist and $0.999+0.0018i$ for silicon. At 40 nm the numerical solution of the wave equation gives a reflectance of about 0.02 percent and an absorbed fraction of 18.13 percent. The reflectance oscillates with thickness, between about 0.001 and 0.05 percent from 36 to 44 nm. At 17 thicknesses from 36 to 44 nm, the largest departure from the exponential law was 0.014 percentage points.

The reflected wave does produce a standing-wave ripple in $|E|^2$, with an amplitude of 2.4 percent relative to the smooth exponential. Its effect on the total is small because it alternates in sign. The interference term varies as $\cos(4\pi nz/\lambda+\varphi)$, where $\varphi$ is a constant phase. The integral of this cosine over any interval has magnitude at most

$$\frac{2}{4\pi n/\lambda}=\frac{\lambda}{2\pi n}=2.2\ \text{nm}.$$

The ripple can thus change $A$ by roughly $0.005\times0.024\times2.2\approx0.0003$, or 0.03 percentage points, at most. The computed shifts also contain contributions of less than 0.01 percentage points from reflection at the two surfaces, and the totals still lie below this estimate. They are this small because silicon is nearly index-matched to the resist at 13.5 nm; a substrate with a larger index contrast gives a larger ripple. The ripple can still matter locally, since it modulates the absorption with depth.

**Thickness and coefficient.** Differentiating $A=1-e^{-\alpha d}$ at fixed $\alpha$ gives

$$\frac{dA}{dd}=\alpha e^{-\alpha d}=0.0050\times0.8187\ \text{nm}^{-1},$$

which is 0.41 percentage points per nm of thickness. At fixed thickness, an $\alpha$ that is 10 percent lower or higher gives 16.5 or 19.7 percent.

**Loss of material.** Exposure can release fragments from the film. For a sense of scale, take a polymer with the repeat unit C₈H₈O and a rough density of 1.2 g/cm³. It contains 6.01 units per nm³. (This polymer only sets the scale; its own coefficient is nearer 4 than 5 µm⁻¹.) If each absorbed photon removed one unit, the lost fraction would be $0.0924/6.01=1.54$ percent. Reducing $\alpha$ by that fraction, at fixed thickness, lowers $A$ to 17.87 percent. This approximates the value at the end of the exposure (letting the absorption rate fall as material is lost gives 17.88 percent); because the loss builds up almost steadily, the average over the exposure would lie about midway between this value and 18.13 percent. The assumed yield of one unit per photon is a scenario, not a property of a particular resist.

**Elastic scattering.** An estimate that treats the electrons as free, and those within each atom as scattering in phase, gives a scattering coefficient about $3\times10^{-5}$ times $\alpha$ for the same polymer. This is an order of magnitude, not a bound: a repeat unit is much smaller than the wavelength, and letting whole units scatter in phase and independently raises the ratio to about $3\times10^{-4}$, while correlations between units in a dense film lower it. In each case scattering is negligible here.

**The real case.** The thickness, coefficient and dose are rough typical values for an organic chemically amplified resist. Composition and density change $\alpha$ from one resist to another, so the second digit of "18 percent" should not be trusted without a measured coefficient. Real exposure tools also break the assumption of normal incidence, which the second variation shows to be worth up to about one percentage point at a numerical aperture of 0.33. Finally, each absorbed photon releases electrons that carry its energy some distance away before the chemistry takes place. This blurs the chemical pattern but leaves the number of absorbed photons unchanged. The 18 percent counts photons, not acid molecules.

## Variation 1: a more strongly absorbing resist

**Question.** A tin-oxide resist has a rough coefficient of 20 µm⁻¹. What changes if thickness and dose are held fixed?

**Solution.** Now $\alpha d=0.020\times40=0.8$, and

$$A=1-e^{-0.8}=0.551 .$$

The coefficient is four times larger, but the absorbed fraction grows from 18.1 to 55.1 percent, a factor of about three. Shadowing is no longer a small correction: the linear estimate would give 80 percent.

The 10 nm by 10 nm column now absorbs $0.551\times2039\approx1120$ photons on average. The relative fluctuation falls to $1/\sqrt{1120}\approx3.0$ percent. The price is a less even exposure, since the bottom-to-top ratio drops from 0.819 to $1-0.551=0.449$.

Does stronger absorption starve the bottom of the film? The absorption per volume there is $g(d)=I_0\alpha e^{-\alpha d}$. At fixed $I_0$ and $d$,

$$\frac{\partial g(d)}{\partial\alpha}=I_0(1-\alpha d)e^{-\alpha d}.$$

This is positive for $\alpha d<1$ and negative for $\alpha d>1$, so the bottom receives the most when $\alpha=1/d$, which is 25 µm⁻¹ for a 40 nm film. Both resists lie below this value. The bottom of the tin-oxide film therefore absorbs more photons per volume than the bottom of the organic film, although it absorbs fewer than its own top.

## Variation 2: a ray at the edge of the aperture

**Question.** Return to the organic resist. A projection system with numerical aperture 0.33 sends its most oblique rays to the resist with $\sin\theta_0=0.33$, measured in vacuum from the surface normal. What fraction of the light entering the film along such a ray is absorbed?

**Solution.** Refraction sets the angle $\theta$ inside the resist. Since $\kappa$ is small, the real index may be used in Snell's law:

$$\sin\theta=\frac{0.33}{0.975}=0.338,
\qquad
\cos\theta=\sqrt{1-0.338^2}=0.941 .$$

A ray that descends by $d$ travels the longer distance $d/\cos\theta=40/0.941=42.508$ nm. The path length replaces the thickness in the exponent:

$$A=1-e^{-\alpha d/\cos\theta}=1-e^{-0.21254}=0.1915 .$$

The result is 19.15 percent, one percentage point above the value at normal incidence. Integrating the wave equation at this angle, for an electric field perpendicular to the plane of incidence and no reflection at the bottom, confirmed it to within 0.01 percentage points. Rays at smaller angles have shorter paths, so their absorbed fractions lie between 18.13 and 19.15 percent. The average over the aperture depends on how the light is distributed in angle, but it must fall in the same interval.

The numerical output below lists the main values used in this sheet; the remaining ones follow from them by the arithmetic shown.

## Computed values

```
Resist thickness: 40 nm
Absorption coefficient: 5.0 1/um = 0.0050 1/nm
Optical depth alpha*d: 0.200
Transmitted fraction: 81.87 %
Absorbed fraction, exponential law: 18.13 %
Absorbed fraction, wave equation: 18.13 %
Absorbed fraction, random disks: 18.1 %
Lower bound x - x^2/2: 18.0 %
Upper bound x (linear estimate): 20.0 %
Wrong base 10 reading: 36.9 %
Bottom-to-top local absorption ratio: 0.819
Thickness for half absorption: 138.6 nm
Thickness sensitivity: 0.409 % points per nm
Tin-oxide coefficient (rough): 20 1/um
Tin-oxide absorbed fraction: 55.1 %
Wavelength: 13.5 nm
Resist index n (rough): 0.975
Resist kappa from alpha: 0.00537
Silicon index (rough): n 0.999, kappa 0.0018
Photon energy: 91.84 eV
Photon energy in joule: 1.4714e-17 J
Dose: 30 mJ/cm2
Incident photons: 20.39 per nm2
Absorbed photons: 3.70 per nm2
Absorbed photons by volume: 0.0924 per nm3
Column side: 10 nm
Incident photons in column: 2039
Absorbed photons in column: 370
Relative noise of absorbed number: 5.20 %
Simulated relative noise: 5.20 %
Reflectance of resist on silicon: 0.0208 %
Absorbed fraction on silicon: 18.13 %
Largest interface shift, 36-44 nm: 0.014 % points
Standing-wave ripple amplitude: 2.4 %
Numerical aperture: 0.33
Absorbed fraction at aperture edge: 19.15 %
Absorbed if alpha 10 % lower: 16.5 %
Absorbed if alpha 10 % higher: 19.7 %
Polymer density (rough): 1.2 g/cm3
Polymer repeat units: 6.01 per nm3
Units lost, one per absorbed photon: 1.54 %
Absorbed fraction after that loss: 17.87 %
Elastic scattering / absorption: 2.9e-05
```
